\section*{Precessional reversal of an in-plane film: thin-film asymptotics and first correction}

\section{Result and assumptions}

A film magnetized along an in-plane axis $+x$ is reversed by a rectangular field pulse $B_p$ along $y$, which lies in the plane and perpendicular to the initial magnetization. If damping and in-plane anisotropy are neglected, the shortest pulse that leaves the film at rest along $-x$ lasts
\begin{equation}
T\simeq\frac{3.708}{\gamma\sqrt{B_p\,\mu_0M}}\left(1-0.2285\,b\right),\qquad b=\frac{B_p}{\mu_0M}\ll1 .
\label{eq:result}
\end{equation}
For $\mu_0M=1$ T and $B_p=10$ mT this gives $T=0.21$ ns.

The magnetization is treated as a macrospin: one unit vector $\mathbf m$ describes the whole film. Its demagnetizing field is $-\mu_0M\,m_z\hat{\mathbf z}$, with $z$ the film normal. The gyromagnetic ratio $\gamma$ is positive, and
\begin{equation}
\frac{d\mathbf m}{dt}=-\gamma\,\mathbf m\times\mathbf B,\qquad \mathbf B=(0,\;B_p,\;-\mu_0M\,m_z).
\label{eq:ll}
\end{equation}
In atomic units $\gamma=g/2=1.00116$, with $g$ the magnitude of the electron $g$ factor.

\section{Equations of motion and the conserved energy}

Let $\tau=\gamma\mu_0M\,t$, and let a prime denote $d/d\tau$. Dividing (\ref{eq:ll}) by $\gamma\mu_0M$ leaves the reduced field $(0,b,-m_z)$. Its cross product with $\mathbf m$ is
\[
\mathbf m\times(0,b,-m_z)=(-m_ym_z-bm_z,\;m_xm_z,\;bm_x),
\]
so that
\begin{equation}
m_x'=m_z(m_y+b),\qquad m_y'=-m_xm_z,\qquad m_z'=-b\,m_x .
\label{eq:eom}
\end{equation}
At the start $\mathbf m=(1,0,0)$, and only $m_z$ changes: the pulse tips the magnetization towards $-z$. The tilt creates a demagnetizing field along $+z$, and precession about that field turns the magnetization within the plane.

The reduced energy $e=\tfrac12m_z^2-b\,m_y$ is constant during the pulse, because
\[
e'=m_z(-bm_x)-b(-m_xm_z)=0 .
\]
Initially $e=0$. With $u=-m_z$ this gives
\begin{equation}
m_y=\frac{u^2}{2b},\qquad m_x^2=1-u^2-\frac{u^4}{4b^2}.
\label{eq:orbit}
\end{equation}

\section{The reversal time for any pulse strength}

The last equation of motion reads $u'=b\,m_x$. Squaring it and using (\ref{eq:orbit}),
\begin{equation}
u'^2=b^2\left(1-u^2-\frac{u^4}{4b^2}\right).
\label{eq:quartic}
\end{equation}
The bracket vanishes when $s=u^2$ satisfies $s^2+4b^2s-4b^2=0$. With $R=\sqrt{1+b^2}$, the roots are $s=-2b^2\pm2bR$. Call them $u_m^2$ and $-c^2$:
\begin{equation}
u_m^2=2b(R-b),\qquad c^2=2b(R+b).
\label{eq:roots}
\end{equation}
The bracket is therefore $(u_m^2-u^2)(c^2+u^2)/(4b^2)$.

While $m_x>0$, $u$ grows from 0 to $u_m$, where $m_x=0$. There $m_x'=-u_m(m_y+b)<0$, so $m_x$ passes through zero and becomes negative. Then $u$ decreases to 0 at the same speeds. When $u=0$ again, (\ref{eq:orbit}) gives $m_y=0$, and hence $\mathbf m=(-1,0,0)$. The reduced duration is twice the time of the first half:
\[
\tau_T=2\int_0^{u_m}\frac{du}{u'}
=4\int_0^{u_m}\frac{du}{\sqrt{(u_m^2-u^2)(c^2+u^2)}} .
\]
Put $u=u_m\cos\theta$. Then $|du|=u_m\sin\theta\,d\theta$ cancels the first root, and
\[
c^2+u^2=(c^2+u_m^2)(1-m\sin^2\theta),\qquad m=\frac{u_m^2}{u_m^2+c^2}.
\]
From (\ref{eq:roots}), $u_m^2+c^2=4bR$. With $K(m)=\int_0^{\pi/2}d\theta/\sqrt{1-m\sin^2\theta}$, the complete elliptic integral,
\begin{equation}
\tau_T=\frac{2K(m)}{\sqrt{bR}},\qquad m=\frac12\left(1-\frac bR\right).
\label{eq:exact}
\end{equation}
Since $\mu_0M\sqrt b=\sqrt{B_p\mu_0M}$, the duration in ordinary time is
\begin{equation}
T=\frac{2K(m)}{\gamma\sqrt{B_p\mu_0M}\,(1+b^2)^{1/4}} .
\label{eq:T}
\end{equation}

\section{Weak pulse: leading term and first correction}

For $b\ll1$, $R=1+O(b^2)$ and $m=\tfrac12-\tfrac12b+O(b^3)$. The first correction therefore comes from the slope of $K$ at $m=\tfrac12$. To find it, write $\Delta=\sqrt{1-m\sin^2\theta}$. Differentiation gives
\[
\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{\Delta}
=\frac{1-2\sin^2\theta+m\sin^4\theta}{\Delta^3}.
\]
Multiply by $m$ and replace $m\sin^2\theta$ by $1-\Delta^2$. The numerator becomes $m-2(1-\Delta^2)+(1-\Delta^2)^2=\Delta^4-(1-m)$. The left side integrates to zero between 0 and $\pi/2$, so
\[
\int_0^{\pi/2}\frac{d\theta}{\Delta^3}=\frac{E}{1-m},\qquad E(m)=\int_0^{\pi/2}\Delta\,d\theta .
\]
Hence
\[
\frac{dK}{dm}=\frac12\int_0^{\pi/2}\frac{\sin^2\theta}{\Delta^3}d\theta
=\frac1{2m}\int_0^{\pi/2}\frac{1-\Delta^2}{\Delta^3}d\theta
=\frac1{2m}\left(\frac{E}{1-m}-K\right).
\]
At $m=\tfrac12$ this equals $2E-K$. With $K$ and $E$ taken there,
\begin{equation}
\tau_T=\frac{2K}{\sqrt b}\left[1-\left(\frac EK-\frac12\right)b+O(b^2)\right].
\label{eq:asym}
\end{equation}
Numerically $2K=3.7081$ and $E/K-\tfrac12=0.2285$, which is (\ref{eq:result}).

The same expansion in terms of the in-plane angle $\varphi$ shows where the correction comes from. Let $m_x=\sqrt{1-u^2}\cos\varphi$ and $m_y=\sqrt{1-u^2}\sin\varphi$. From (\ref{eq:eom}),
\[
\varphi'=\frac{m_xm_y'-m_ym_x'}{m_x^2+m_y^2}
=u\left(1+\frac{b\,m_y}{1-u^2}\right)\simeq u(1+b\sin\varphi).
\]
Energy conservation gives $u^2=2b\sin\varphi\sqrt{1-u^2}\simeq2b\sin\varphi\,(1-b\sin\varphi)$, so $u\simeq\sqrt{2b\sin\varphi}\,(1-\tfrac12b\sin\varphi)$. Together,
\begin{equation}
\varphi'\simeq\sqrt{2b\sin\varphi}\left(1+\tfrac12b\sin\varphi\right).
\label{eq:phi}
\end{equation}
The pulse field contributes directly to the in-plane rotation and speeds it by the fraction $b\sin\varphi$. The tilt shortens the in-plane component on which the pulse does work, which takes back half of this gain.

The leading time is $\int_0^\pi d\varphi/\sqrt{2b\sin\varphi}$. On the first half put $\sin\varphi=\cos^2\theta$. Then $\cos\varphi=\sin\theta\sqrt{1+\cos^2\theta}$, and $d\varphi/\sqrt{2\sin\varphi}$ becomes, in magnitude, $d\theta/\sqrt{1-\tfrac12\sin^2\theta}$. Each half contributes $K(\tfrac12)/\sqrt b$, as in (\ref{eq:asym}). The relative correction is
\[
-\frac b2\,\frac{\int_0^\pi\sqrt{\sin\varphi}\,d\varphi}{\int_0^\pi d\varphi/\sqrt{\sin\varphi}}
=-\frac b2\,\frac{2.3963}{\sqrt2\times3.7081}=-0.2285\,b ,
\]
where the upper integral was evaluated by quadrature.

\section{Strong pulse}

The two-term expansion (\ref{eq:result}) is 4\% too long at $b=1$ and 34\% too short at $b=3$, so strong pulses need a separate limit. For $b\gg1$, $b/R\simeq1-1/(2b^2)$, so $m\simeq1/(4b^2)$. Expanding the integrand of $K$ gives $K\simeq\tfrac\pi2(1+m/4)$, while $(bR)^{-1/2}\simeq b^{-1}(1-1/(4b^2))$. Therefore
\begin{equation}
\tau_T\simeq\frac\pi b\left(1+\frac1{16b^2}-\frac1{4b^2}\right)
=\frac\pi b\left(1-\frac3{16b^2}\right).
\label{eq:strong}
\end{equation}
The leading term is $T=\pi/(\gamma B_p)$, a Larmor half turn about the pulse field. The magnetization then passes close to $-z$, since $u_m\to1$. In the weak-pulse regime it stays near the plane, and $T$ varies as $B_p^{-1/2}$ instead of $B_p^{-1}$.

\section{Numbers for 1 T and 10 mT}

Here $b=0.010$ and $\gamma=1.7609\times10^{11}$ rad s$^{-1}$T$^{-1}$. The geometric mean of the two fields is $\sqrt{0.010\times1.0}=0.10$ T, so
\[
T_0=\frac{3.7081}{1.7609\times10^{11}\times0.10}\ \mathrm s=0.2106\ \mathrm{ns}.
\]
The correction factor is $1-0.2285\times0.010=0.9977$. It lowers the result to $T=0.2101$ ns, or $8.686\times10^6$ atomic units of time. Formula (\ref{eq:T}) gives the same four digits.

The largest tilt follows from (\ref{eq:roots}): $u_m=0.1407$, or $8.1^\circ$. The demagnetizing field then reaches 141 mT, fourteen times the pulse field. A Larmor half turn in the same 10 mT pulse without a demagnetizing field would take 1.784 ns, which is 8.5 times longer.

\section{Ending the pulse}

After the pulse, with $b=0$, (\ref{eq:eom}) keeps $m_z$ constant and the magnetization circles about $z$ at the rate $\gamma\mu_0M|m_z|$. The poles $\pm\hat{\mathbf z}$, where it would also be at rest, are never reached because $u_m<1$. It therefore stands still only if $m_z=0$, which by (\ref{eq:orbit}) means $\mathbf m=\pm\hat{\mathbf x}$. If the pulse continues beyond $T$, $m_z$ becomes positive and the magnetization retraces its in-plane path, reaching $+x$ at $2T$. In this model a reversed state at rest therefore requires a pulse length that is an odd multiple of $T$. A pulse of length $T/2$ leaves the magnetization circling once every $2\pi/(\gamma\mu_0M u_m)=0.254$ ns.

A small in-plane anisotropy removes the need for exact timing. Let its field be $B_km_x\hat{\mathbf x}$, with $k=B_k/\mu_0M$. This adds $\tfrac12k(1-m_x^2)$ to $e$, and for small tilt
\begin{equation}
\varphi'^2\simeq2b\sin\varphi-k\sin^2\varphi .
\label{eq:aniso}
\end{equation}
The right side is positive at $\varphi=\pi/2$ if $B_p>B_k/2$, which is the condition for passing the hard axis without damping. After the pulse, crossing $m_x=0$ costs at least $k/2$. The magnetization thus stays on the $-x$ side, where damping lets it settle along $-x$, if at the end of the pulse $m_x<0$ and $\tfrac12m_z^2+\tfrac12k(1-m_x^2)<\tfrac12k$, that is, $m_z^2<k\,m_x^2$. Near the end of the swing $m_x\simeq-1$ and $m_z$ changes at the rate $\gamma B_p$, so the permitted timing error is
\begin{equation}
\delta t\simeq\pm\frac{\sqrt k}{\gamma B_p}.
\label{eq:window}
\end{equation}

For $B_k=2$ mT the threshold is 1 mT and $\delta t=\pm25$ ps. Numerical integration of the undamped equations puts $T$ at 0.215 ns and the window between 190 and 240 ps. The longer $T$ follows from (\ref{eq:aniso}). To first order in $k$, the time grows by the fraction $(k/4b)\times2.3963/(\sqrt2\times3.7081)=0.023$.

\section{Damping}

Gilbert damping adds $\alpha\,\mathbf m\times\mathbf m'$ to the reduced equation of motion. Let $\mathbf h=\mathbf B/\mu_0M$. Crossing $\mathbf m'=-\mathbf m\times\mathbf h+\alpha\,\mathbf m\times\mathbf m'$ with $\mathbf m$ from the left gives
\[
\mathbf m\times\mathbf m'=\mathbf h-\mathbf m(\mathbf m\cdot\mathbf h)-\alpha\mathbf m'.
\]
The scalar product with $\mathbf m'$ yields $\mathbf h\cdot\mathbf m'=\alpha|\mathbf m'|^2$, and therefore $e'=-\mathbf h\cdot\mathbf m'=-\alpha|\mathbf m'|^2$. To leading order $|\mathbf m'|=\varphi'=\sqrt{2b\sin\varphi}$, so a full swing loses $\alpha\sqrt{2b}\int_0^\pi\sqrt{\sin\varphi}\,d\varphi$. At the stopping point $m_z=0$ and $e=-b\,m_y$. Hence
\begin{equation}
m_y\simeq2.3963\,\alpha\sqrt{\frac2b}.
\label{eq:damp}
\end{equation}
For $\alpha=0.01$ this is 0.339. Numerical integration without anisotropy gives 0.285, a stop $16.5^\circ$ short of $-x$ after 0.205 ns. The estimate is high because it uses the undamped speed over the full half turn, while the damped motion is slower and stops earlier. The relevant small parameter is $\alpha/\sqrt b$, not $\alpha$ alone. Damping also raises the pulse field needed to pass the hard axis. For $B_k=2$ mT and $\alpha=0.01$, integration with the pulse left on gives a threshold of 1.25 mT instead of 1 mT.

Anisotropy and damping together complete the reversal in this example. Integration with $B_k=2$ mT, $\alpha=0.01$ and a pulse of 0.2101 ns, followed by 10 ns without a pulse, ends at $m_x=-1.000$.

\section{Comparison with a real film element}

The values $\mu_0M=1$ T and $\alpha=0.01$ are roughly those of soft nickel-iron films. The times in this text use the free-electron $g$ factor. Nickel-iron has $g\approx2.1$, which shortens $T$ by 5\%, from 0.210 to 0.200 ns. The value $B_k=2$ mT is above the few tenths of a millitesla typical of a continuous film, but elongated elements can reach it through their shape. Consider a disc 200 nm wide and 5 nm thick at 300 K, with this $B_k$ assigned to it. With $V$ the disc volume, the barrier $MVB_k/2$ is 0.78 eV, or 30 times $k_BT$. For an assumed attempt time of 1 ns, $e^{30}$ attempts take only hours, so this disc would not serve for long-term storage.

The effects of finite size, temperature and pulse shape on the undamped, anisotropy-free swing are as follows.
\begin{itemize}
\item \textit{Finite width.} In a spheroid with factors $N_z$ and $N_x=N_y=(1-N_z)/2$, the part $-\mu_0MN_x\mathbf m$ of the demagnetizing field exerts no torque. The effective $\mu_0M$ is therefore multiplied by $N_z-N_x$. For an aspect ratio of 40, $N_z=[1-\sqrt{1-\epsilon^2}\,\arcsin(\epsilon)/\epsilon]/\epsilon^2=0.962$, with $\epsilon^2=1-1/40^2$. The multiplier is 0.943, and $T$ rises by 3\% to 0.216 ns. A flat disc has a larger correction. Its demagnetizing field is not uniform, but for uniform magnetization the volume average gives $N_z=(2/s)\int_0^\infty J_1(q)^2\,(1-e^{-qs})\,q^{-2}\,dq$, where $J_1$ is a Bessel function and $s$ is the thickness divided by the radius. For the disc above, $s=0.05$ and $N_z=0.927$. The multiplier is then 0.891, and $T$ rises by 6\% to 0.223 ns.
\item \textit{Thermal spread.} Equipartition, $\tfrac12MVB_k\langle\varphi^2\rangle=\tfrac12k_BT_{\rm th}$ with $T_{\rm th}=300$ K, gives an rms starting angle of $7.4^\circ$. Integration from this angle gives a swing of 0.204 ns if the start is tilted towards the pulse field and 0.217 ns if it is tilted away. The rms starting $m_z$, found in the same way with $\mu_0M$ in place of $B_k$, is 0.0058. At the rate $\gamma B_p$ it corresponds to 3.3 ps.
\item \textit{Rise time.} With a linear rise over 50 ps, integration puts the stop at 0.234 ns after the start of the ramp, with $m_y=0.03$. The delay, 23 ps, is close to half the rise time and nearly as large as the permitted timing error.
\end{itemize}

The assumption most open to doubt is uniform rotation. For a rough exchange stiffness $A=10$ pJ/m, the exchange length $\sqrt{2A\mu_0}/(\mu_0M)$ is 5 nm, one fortieth of the disc width. Exchange therefore does not force the disc to turn as one spin. The uniform state is not even the lowest state of this disc. Its magnetostatic energy $\tfrac12\mu_0M^2VN_x$, with $N_x=(1-0.927)/2$, is 14 eV, and letting the magnetization bend near the edge lowers this only to about 12 to 13 eV. A vortex, with the magnetization circling the centre around an out-of-plane core of radius about 10 nm, costs at most about 10 eV in exchange, core and anisotropy energy together. The barrier, the thermal spread and the times given above therefore refer to a nearly uniform state that is at best metastable, and the barrier $MVB_k/2$ is that of uniform rotation only. The change in $T$ from non-uniform motion is not given by this model and would need a spatially resolved calculation.
